\section*{Morse parameters of an isolated silanol stretch from two infrared lines}

\section*{Question and data}

A porous silica-based low-$k$ film contains isolated silanol groups, Si--OH. In its infrared absorption the O--H stretch gives a fundamental at $\nu_1=3750\ \mathrm{cm^{-1}}$ and a first overtone at $\nu_2=7325\ \mathrm{cm^{-1}}$. Take these band maxima as the transition wavenumbers from the ground level, $v=0\to1$ and $v=0\to2$, of one and the same kind of silanol.

The stretch is described by a single coordinate $x$, the change of the O--H distance from its equilibrium value, with reduced mass $\mu$ and the Morse potential
\begin{equation}
V(x)=D\left(1-e^{-ax}\right)^2 ,\qquad D>0,\quad a>0 .
\label{morse}
\end{equation}
All energies are divided by $hc$ and quoted in $\mathrm{cm^{-1}}$, with zero at the potential minimum. The Schr\"odinger equation is then
\begin{equation}
-K\psi''+V\psi=E\psi ,\qquad K=\frac{\hbar^2}{2\mu hc}.
\label{schr}
\end{equation}
The coordinate is allowed to run from $-\infty$ to $\infty$. The real one ends where the nuclei meet, but there $V$ is far above the levels considered and $\psi$ is negligible.

\section*{Part (a): small vibrations}

\textbf{Question.} Find the harmonic wavenumber $\omega_e$ that belongs to the curvature of $V$ at its minimum. Express $\omega_e$ and $D$ through $X=Ka^2$ and $\lambda=\omega_e/(2X)$.

\textbf{Answer.} For small $x$, $1-e^{-ax}\approx ax$, so $V\approx Da^2x^2$. In joules this is $hc\,Da^2x^2=\tfrac12 kx^2$, with force constant $k=2hc\,Da^2$. The angular frequency is $\Omega=\sqrt{k/\mu}$, and the harmonic quantum $\hbar\Omega$ divided by $hc$ is
\begin{equation}
\omega_e=\frac{\hbar}{hc}\sqrt{\frac{2hc\,Da^2}{\mu}}
=\sqrt{\frac{2\hbar^2Da^2}{\mu hc}}=\sqrt{4KDa^2}=2\sqrt{XD}.
\label{we}
\end{equation}
The third form uses $\hbar^2/(\mu hc)=2K$. Squaring gives
\begin{equation}
D=\frac{\omega_e^2}{4X}=X\lambda^2,\qquad \omega_e=2X\lambda .
\label{depth}
\end{equation}

\section*{Part (b): the levels}

\textbf{Question.} Derive the bound levels of the Morse oscillator.

\textbf{Answer.} Use the variable $z=2\lambda e^{-ax}$, which runs from $\infty$ at the inner wall to $0$ at large separation. Since $dz/dx=-az$, we have $d/dx=-a\theta$ with $\theta=z\,d/dz$, and $\psi''=a^2\theta^2\psi$. Dividing Eq.~(\ref{schr}) by $X=Ka^2$ and using $D/X=\lambda^2$ gives
\begin{align}
\theta^2\psi&=\left[\lambda^2\left(1-\frac{z}{2\lambda}\right)^2-\frac{E}{X}\right]\psi
\nonumber\\
&=\left[s^2-\lambda z+\frac{z^2}{4}\right]\psi,
\qquad s^2=\lambda^2-\frac{E}{X}.
\label{zeq}
\end{align}
A bound state has $E<D=X\lambda^2$, so $s^2>0$; choose $s>0$.

Near $z=0$ the equation reads $\theta^2\psi\approx s^2\psi$, with solutions $z^{s}$ and $z^{-s}$. The second grows at large separation and is rejected. For large $z$ the term $z^2/4$ dominates, and the acceptable solution decays as $e^{-z/2}$ apart from powers of $z$. Therefore write $\psi=z^se^{-z/2}f(z)$. The product rule gives
\[
\theta\left(z^se^{-z/2}f\right)=z^se^{-z/2}\left(\theta+s-\frac z2\right)f .
\]
Applying this twice, with $\theta(s-z/2)=-z/2$, turns Eq.~(\ref{zeq}) into
\[
\theta^2f+(2s-z)\theta f-\frac z2f+\left(s-\frac z2\right)^2f
=\left(s^2-\lambda z+\frac{z^2}{4}\right)f .
\]
The terms $s^2$ and $z^2/4$ cancel, leaving
\[
\theta^2f+(2s-z)\theta f+z\left(\lambda-s-\tfrac12\right)f=0 .
\]
Insert $\theta f=zf'$ and $\theta^2f=z^2f''+zf'$, and divide by $z$:
\begin{equation}
zf''+(2s+1-z)f'+\left(\lambda-s-\tfrac12\right)f=0 .
\label{kummer}
\end{equation}
For the series $f=\sum_k c_kz^k$, the coefficient of $z^k$ gives
\begin{equation}
c_{k+1}=\frac{k-\left(\lambda-s-\frac12\right)}{(k+1)(k+1+2s)}\,c_k .
\label{rec}
\end{equation}
If the series does not end, $c_{k+1}/c_k\to1/k$ for large $k$, as in the series of $e^z$. Then $f$ grows as $e^z$ apart from powers, and $\psi$ grows as $e^{z/2}$ at the inner wall. A bound state therefore requires the numerator to vanish at some integer $k=v$:
\[
s=\lambda-v-\tfrac12>0,\qquad v=0,1,2,\ldots
\]
Since $E=X(\lambda^2-s^2)$, the levels are
\begin{align}
G(v)&=X\left[\lambda^2-\left(\lambda-v-\tfrac12\right)^2\right]
\nonumber\\
&=2X\lambda\left(v+\tfrac12\right)-X\left(v+\tfrac12\right)^2
\nonumber\\
&=\omega_e\left(v+\tfrac12\right)-X\left(v+\tfrac12\right)^2 .
\label{levels}
\end{align}
Thus $X$ is the anharmonicity constant, usually written $\omega_ex_e$. It is a wavenumber; the dimensionless constant is $x_e=X/\omega_e=1/(2\lambda)$. The minus sign means that the levels draw together as $v$ rises.

\section*{Part (c): extraction}

\textbf{Question.} Find $\omega_e$, $X$ and $x_e$ from the two lines. Convert $\omega_e$ and $X$ to electronvolts or millielectronvolts.

\textbf{Answer.} An absorption line measures a difference of levels, so the ground level $G(0)=\omega_e/2-X/4$ must be subtracted:
\begin{align}
\nu_1&=\left(\tfrac32-\tfrac12\right)\omega_e-\left(\tfrac94-\tfrac14\right)X
=\omega_e-2X,\label{n1}\\
\nu_2&=\left(\tfrac52-\tfrac12\right)\omega_e-\left(\tfrac{25}{4}-\tfrac14\right)X
=2\omega_e-6X.\label{n2}
\end{align}
The determinant of these equations is $1\cdot(-6)-(-2)\cdot2=-2$, which is not zero, so there is one solution. Twice the first equation minus the second removes $\omega_e$:
\begin{equation}
2\nu_1-\nu_2=2X\quad\Longrightarrow\quad X=\frac{2\nu_1-\nu_2}{2}.
\label{X}
\end{equation}
Equation~(\ref{n1}) then gives
\begin{equation}
\omega_e=\nu_1+2X=3\nu_1-\nu_2 .
\label{wex}
\end{equation}
With the data,
\begin{align*}
X&=\frac{7500-7325}{2}=87.5\ \mathrm{cm^{-1}}=10.85\ \mathrm{meV},\\
\omega_e&=3750+175=3925\ \mathrm{cm^{-1}}=0.4866\ \mathrm{eV},\\
x_e&=\frac{87.5}{3925}=0.0223 .
\end{align*}
Substitution returns the lines: $3925-175=3750$ and $7850-525=7325$, in $\mathrm{cm^{-1}}$.

The harmonic wavenumber lies $175\ \mathrm{cm^{-1}}$ above the fundamental. It describes the curvature at the bottom of the well and is not itself the position of an absorption line. Within this one-coordinate model, a calculated harmonic stretch should be compared with $\omega_e$, and a calculated $0\to1$ transition with $\nu_1$.

In a real silanol the stretch also couples to other modes, such as the Si--O--H bend. If the levels contain cross terms $x_{1j}(v_1+\tfrac12)(v_j+\tfrac12)$, where $1$ is the stretch and $j$ another mode, and if the other modes stay in $v_j=0$ and terms beyond quadratic order are negligible, then $3\nu_1-\nu_2$ equals the harmonic wavenumber plus $\tfrac12\sum_j x_{1j}$. The two lines do not determine this shift. Before a normal-mode calculation for the whole group is compared with $3925\ \mathrm{cm^{-1}}$, the shift must be calculated separately or allowed for as an uncertainty.

The definition of the linear coefficient matters. If the same levels are measured from $v=0$, then
\[
G(v)-G(0)=(\omega_e-X)v-Xv^2 ,
\]
and the coefficient of $v$ is $3837.5\ \mathrm{cm^{-1}}$. This is the same spectrum in another convention; the curvature still corresponds to $3925\ \mathrm{cm^{-1}}$.

\section*{Part (d): limit, prediction and mass}

\textbf{Question.} Examine the harmonic limit, predict the second overtone, and decide whether the extraction depends on the choice of reduced mass.

\textbf{Answer.} Let $D\to\infty$ and $a\to0$ with $Da^2$ and $\mu$ fixed. Then $\omega_e$ stays fixed while $X=Ka^2\to0$, and Eqs.~(\ref{n1}) and (\ref{n2}) give $\nu_2\to2\nu_1$. For the present fundamental this would be $7500\ \mathrm{cm^{-1}}$. The observed deficit of $175\ \mathrm{cm^{-1}}$ is what determines $X$.

For $v=3$, Eq.~(\ref{levels}) gives
\begin{equation}
\nu_3=3\omega_e-12X=11775-1050=10725\ \mathrm{cm^{-1}}.
\label{n3}
\end{equation}
In terms of the data, $\nu_3=3(\nu_2-\nu_1)$. Two lines fix two parameters and cannot test the Morse form. A measured third line can test whether the levels are quadratic in $v+\tfrac12$. A clear misfit would speak against a single Morse oscillator, but agreement would not prove one: the two non-Morse wells of part (f) also satisfy $\nu_3=3(\nu_2-\nu_1)$ to within $1\ \mathrm{cm^{-1}}$. Numerical diagonalization of Eq.~(\ref{schr}) with the extracted parameters gives $3750.00$, $7325.00$ and $10725.00\ \mathrm{cm^{-1}}$, which confirms the level formula for these transitions.

Equations~(\ref{X}) and (\ref{wex}) contain no mass. The mass enters when the energy parameters are turned into a length, through $a=\sqrt{X/K}$. This was tested without the level formula: $D$ and $a$ were adjusted until the numerically calculated lines matched the data, and $\omega_e$ was then found from the curvature. For a free O--H pair with masses $15.999$ and $1.008$ u, the fit gives $a=2.2185\ \text{\AA}^{-1}$. With the oxygen clamped, so that $\mu$ is the hydrogen mass, it gives $a=2.2874\ \text{\AA}^{-1}$. Both fits give $\omega_e=3925.00\ \mathrm{cm^{-1}}$ and $X=87.500\ \mathrm{cm^{-1}}$.

In this comparison the two lines are held fixed. Isotopic substitution is a different comparison: there the potential is held fixed and $K\propto1/\mu$, so that $\omega_e\propto\mu^{-1/2}$ and $X\propto\mu^{-1}$, and the lines move.

\section*{Part (e): reading errors}

\textbf{Question.} The fundamental may be misread by up to $2\ \mathrm{cm^{-1}}$ and the overtone by up to $5\ \mathrm{cm^{-1}}$. Find the largest resulting errors of $\omega_e$ and $X$.

\textbf{Answer.} Let the errors of the lines be $\delta_1$ and $\delta_2$. Since the extraction is linear,
\begin{equation}
\delta\omega_e=3\delta_1-\delta_2,\qquad
\delta X=\delta_1-\tfrac12\delta_2 .
\label{errors}
\end{equation}
Both are largest in magnitude when $\delta_1$ and $\delta_2$ have opposite signs:
\[
|\delta\omega_e|_{\max}=3\cdot2+5=11\ \mathrm{cm^{-1}},\qquad
|\delta X|_{\max}=2+\tfrac52=4.5\ \mathrm{cm^{-1}} .
\]
Relative to the extracted values these are about $0.3\%$ and $5\%$. The anharmonicity suffers more because it is half of a small difference between two large numbers. With such errors, the decimal in $87.5$ follows from the stated data but is not an established digit of the material.

A common displacement $\delta_1=\delta_2=\delta$ changes $\omega_e$ by $2\delta$ and $X$ by $\delta/2$. An error of scale, which multiplies both lines by the same factor, multiplies both parameters by that factor.

\section*{Part (f): a bond that is not a Morse oscillator}

\textbf{Question.} Find the well depth implied by the two lines. Then let the true potential be
\begin{equation}
V_b=D\left(y^2+by^4\right),\qquad y=1-e^{-ax},
\label{shape}
\end{equation}
with $D$ and $a$ as extracted, for a free O--H pair. For $b=-0.05$ this form has a maximum of $5D$ near $x=-0.64\ \text{\AA}$ and falls without limit at still shorter distances, so it is used only for $x>-0.6\ \text{\AA}$, with $\psi=0$ at the cut. Moving the cut to $-0.5\ \text{\AA}$ leaves the lines below unchanged to the digits shown. Numerical diagonalization gives lines at $3737.2$ and $7287.0\ \mathrm{cm^{-1}}$ for $b=-0.05$, and at $3762.7$ and $7362.4\ \mathrm{cm^{-1}}$ for $b=+0.05$. Which extracted quantities can still be trusted, and why?

\textbf{Answer.} From Eq.~(\ref{depth}), the original lines imply
\[
D=\frac{3925^2}{4\cdot87.5}=44016\ \mathrm{cm^{-1}}=5.457\ \mathrm{eV}.
\]
The depth is measured from the minimum. Dissociation from the ground level requires less, by $G(0)\approx1941\ \mathrm{cm^{-1}}$. The highest level used, $G(2)=1941+7325=9266\ \mathrm{cm^{-1}}$, lies at about a fifth of the depth. The rest is extrapolation.

Near the minimum $y^4\approx(ax)^4$, so the added term does not alter the curvature: the true harmonic wavenumber remains $3925\ \mathrm{cm^{-1}}$. At large separation $y\to1$, so the true depth becomes $D(1+b)$. Applying Eqs.~(\ref{X}) and (\ref{wex}) to the new lines, before they are rounded, gives:

\begin{center}
\begin{tabular}{lcc}
 & $b=-0.05$ & $b=+0.05$\\
$\omega_e$ extracted ($\mathrm{cm^{-1}}$) & 3924.6 & 3925.6\\
$X$ extracted ($\mathrm{cm^{-1}}$) & 93.70 & 81.45\\
Depth extracted ($\mathrm{cm^{-1}}$) & 41093 & 47297\\
True depth ($\mathrm{cm^{-1}}$) & 41815 & 46217
\end{tabular}
\end{center}

The harmonic wavenumber is wrong by less than $1\ \mathrm{cm^{-1}}$, while the depth is wrong by $-1.7\%$ and $+2.3\%$ of its true value.

First-order perturbation theory explains this. Let $q=x\sqrt{\mu\Omega/\hbar}$ be the dimensionless oscillator coordinate. Then $(ax)^2=q^2/\lambda$, because
\[
\frac{\hbar a^2}{\mu\Omega}=\frac{\hbar^2a^2}{\mu hc\,\omega_e}
=\frac{2X}{\omega_e}=\frac1\lambda .
\]
In a harmonic state $|v\rangle$, ladder operators give
\[
q^2|v\rangle=\tfrac12\left[\sqrt{v(v-1)}\,|v-2\rangle+(2v+1)|v\rangle
+\sqrt{(v+1)(v+2)}\,|v+2\rangle\right].
\]
The squared norm of this vector is
\begin{align*}
\langle q^4\rangle
&=\tfrac14\left[v(v-1)+(2v+1)^2+(v+1)(v+2)\right]\\
&=\tfrac34\left(2v^2+2v+1\right)
=\tfrac32\left(v+\tfrac12\right)^2+\tfrac38 .
\end{align*}
Since $D/\lambda^2=X$, the level shift is
\begin{equation}
\Delta G(v)\approx\frac{bD}{\lambda^2}\langle q^4\rangle
=bX\left[\tfrac32\left(v+\tfrac12\right)^2+\tfrac38\right].
\label{shift}
\end{equation}
The constant drops out of the lines. The remainder has the form of the anharmonic term and contains no part linear in $v+\tfrac12$. To leading order in $b$ and $1/\lambda$, the extracted $\omega_e$ is therefore unchanged and $X$ becomes $X(1-\tfrac32b)$, which is $94.1$ or $80.9\ \mathrm{cm^{-1}}$. The numerical values are close to these; the differences come from higher orders.

The depth inferred from $\omega_e^2/(4X)$ changes by the factor $1+\tfrac32b$ to first order in $b$, but the true depth by $1+b$. The relative error is thus about $b/2$, or $\pm2.5\%$, in fair agreement with the table. For this family of potentials the curvature is recovered well, whereas the depth depends on the assumed shape far above the observed levels. The error of less than $1\ \mathrm{cm^{-1}}$ belongs to this family and this size of $b$, not to every O--H bond. A term $Y(v+\tfrac12)^3$ in the levels adds $\tfrac{13}{4}Y$, $\tfrac{31}{2}Y$ and $\tfrac{171}{4}Y$ to $\nu_1$, $\nu_2$ and $\nu_3$. It shifts $3\nu_1-\nu_2$ by $-\tfrac{23}{4}Y$ and makes $\nu_3-3(\nu_2-\nu_1)=6Y$, so the misfit of a third line roughly measures the error of the extracted $\omega_e$. For a one-dimensional O--H curve of H$_3$SiOH at the Hartree--Fock or MP2 level in a 6-31G* basis, both are about $4$ to $6\ \mathrm{cm^{-1}}$, with the extracted $\omega_e$ below the curvature value.

\section*{Part (g): resonance and temperature}

\textbf{Question.} Suppose that the unperturbed overtone at $\nu_2$ is coupled with strength $W=20\ \mathrm{cm^{-1}}$ to an optically dark state lying $\Delta=100\ \mathrm{cm^{-1}}$ above it. How wrong are the extracted parameters? Separately, locate the hot band $v=1\to2$ and judge its importance at $300$ K and at a rough cure temperature of $673$ K.

\textbf{Answer.} The two coupled states have the energy matrix
\[
\begin{pmatrix}\nu_2&W\\W&\nu_2+\Delta\end{pmatrix}.
\]
Writing an eigenvalue as $\nu_2+\epsilon$ gives $\epsilon(\epsilon-\Delta)=W^2$. The lower root, which is mainly the overtone, has $\epsilon=-p$ with
\begin{equation}
p=\sqrt{\frac{\Delta^2}{4}+W^2}-\frac\Delta2
=\sqrt{2500+400}-50=3.85\ \mathrm{cm^{-1}} .
\label{push}
\end{equation}
The overtone is observed too low by $p$. Equation~(\ref{errors}) with $\delta_1=0$ and $\delta_2=-p$ gives $\delta\omega_e=+3.85\ \mathrm{cm^{-1}}$ and $\delta X=+1.93\ \mathrm{cm^{-1}}$. A dark state equally far below would reverse the signs. As $\Delta\to0$ the displacement approaches $W$ and the two states mix equally, so assigning one line to a pure overtone then fails.

The hot band lies at $\nu_2-\nu_1=3575\ \mathrm{cm^{-1}}$, well separated from the fundamental. The population ratio is
\begin{equation}
\frac{n_1}{n_0}=\exp\left(-\frac{hc\nu_1}{k_{\mathrm B}T}\right)
=\begin{cases}1.55\times10^{-8},&T=300\ \mathrm K,\\
3.30\times10^{-4},&T=673\ \mathrm K.\end{cases}
\label{pop}
\end{equation}
Silanols with an excited O--H stretch thus play a negligible part in the assignment at either temperature. This estimate concerns the population of the stretch alone. Softer modes, such as the Si--O--H bend, are excited far more often, and their coupling to the stretch can displace and broaden the lines as the film is heated.

\section*{Part (h): the real film}

\textbf{Question.} Why does the assumption of isolated silanols need care in a real low-$k$ film?

\textbf{Answer.} Silanols hydrogen-bonded to one another or to adsorbed water absorb in broader bands at lower wavenumber, with shifts that can reach roughly $100\ \mathrm{cm^{-1}}$ or more. If a fundamental displaced by $-100\ \mathrm{cm^{-1}}$ were paired with the overtone of free silanols, Eq.~(\ref{errors}) would lower $\omega_e$ by $300\ \mathrm{cm^{-1}}$ and $X$ by $100\ \mathrm{cm^{-1}}$. The resulting $X$ would be negative, which the potential in Eq.~(\ref{morse}) does not allow, and the assignment would have to be rejected. Smaller mismatches can leave $X$ positive and pass unnoticed, so a positive $X$ does not prove that the two lines belong together.

\section*{Table of computed values}
\begin{verbatim}
Input fundamental: 3750 cm^-1
Input first overtone: 7325 cm^-1
Twice the fundamental: 7500 cm^-1
Overtone deficit 2*nu1-nu2: 175.0 cm^-1
Anharmonicity constant X: 87.5 cm^-1 = 10.85 meV
Harmonic wavenumber we: 3925.0 cm^-1 = 0.4866 eV
Dimensionless xe = X/we: 0.02229
Parameter lam: 22.4286
Zero-point level G(0): 1940.625 cm^-1
Morse depth D: 44016 cm^-1 = 5.457 eV
Masses H, O: 1.008, 15.999 u
Fit, free O-H pair: we 3925.00 cm^-1, X 87.500 cm^-1
  range parameter a: 2.2185 1/angstrom
Fit, clamped oxygen: we 3925.00 cm^-1, X 87.500 cm^-1
  range parameter a: 2.2874 1/angstrom
Second overtone, formula: 10725.0 cm^-1
Lines by diagonalization: 3750.00, 7325.00, 10725.00 cm^-1
Reading errors nu1, nu2: 2, 5 cm^-1
  worst error of we: 11.0 cm^-1
  worst error of X: 4.5 cm^-1
Non-Morse shape b = -0.05: lines 3737.2, 7287.0 cm^-1
  extracted we 3924.6, X 93.70 cm^-1
  error of we: -0.4 cm^-1
  depth extracted 41093, true 41815 cm^-1
  relative depth error: -1.7 %
Non-Morse shape b = +0.05: lines 3762.7, 7362.4 cm^-1
  extracted we 3925.6, X 81.45 cm^-1
  error of we: +0.6 cm^-1
  depth extracted 47297, true 46217 cm^-1
  relative depth error: +2.3 %
Dark state gap, coupling: 100, 20 cm^-1
  overtone pushed down by: 3.85 cm^-1
  resulting errors of we, X: +3.85, +1.93 cm^-1
Hot band 1->2: 3575 cm^-1
Population ratio v=1/v=0 at 300 K: 1.55e-08
Population ratio v=1/v=0 at 673 K: 3.30e-04
\end{verbatim}
